# Elastic energy stored in a compressed alumina scale

## Problem

An alumina scale of thickness $h=5\ \mu\mathrm{m}$ covers a thick metal substrate. It is under equibiaxial compression: the stress has the same magnitude, $\sigma=3$ GPa, along every direction in the plane of the scale. The biaxial modulus is $M=530$ GPa. Is the elastic energy stored in the scale about 85 J per square metre of interface? If the scale comes off, is all of that energy available to drive the separation?

The scale is taken as flat, uniform, isotropic and linearly elastic. Its outer face is free. Tensile stress is counted as positive, so with $x$ and $y$ in the plane and $z$ normal to it,

$$\sigma_{xx}=\sigma_{yy}=-\sigma,\qquad \sigma_{zz}=0,$$

and all shear stresses vanish. Strain is measured from the stress-free scale at the same temperature, so free thermal expansion is not part of it. The energy is that of the scale alone. The formulas contain no physical constants and hold in any consistent units, atomic units included.

## First estimate by scaling

Elastic energy per volume has the dimension of stress and is of the order of stress times strain. In a linear material the strain is of the order of $\sigma/M$. A uniform layer has an energy per area proportional to its thickness, so

$$\frac{U}{A}= C\,\frac{\sigma^2h}{M},$$

where $C$ is a dimensionless number that could still depend on Poisson's ratio $\nu$. The dimensional factor is

$$\frac{\sigma^2h}{M}=\frac{(3\times10^{9})^2\,(5\times10^{-6})}{530\times10^{9}}\ \mathrm{J/m^2}=84.9\ \mathrm{J/m^2}.$$

This gives the order of magnitude but does not settle the question. If the layer is pictured as a single linear spring, whose energy is half of force times extension, then $C=1/2$ and the estimate is 42 J/m². The claim depends on the value of $C$.

## Exact solution within linear elasticity

**Strain.** Let $E$ be Young's modulus. Hooke's law for the $x$ direction is

$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}.$$

Inserting the stresses gives

$$\varepsilon_{xx}=\frac{-\sigma+\nu\sigma}{E}=-\frac{(1-\nu)\sigma}{E}=-\frac{\sigma}{M},\qquad M=\frac{E}{1-\nu}.$$

By symmetry $\varepsilon_{yy}$ is the same. The modulus $M$ exceeds $E$ for positive $\nu$ because compression along $y$ tries to expand the material along $x$, which opposes the shortening there. Numerically the in-plane strain is $-3/530=-0.566\,\%$.

Normal to the scale,

$$\varepsilon_{zz}=-\frac{\nu(\sigma_{xx}+\sigma_{yy})}{E}=\frac{2\nu\sigma}{E}.$$

With the rough value $\nu=0.24$, $E=(1-\nu)M=402.8$ GPa and this strain is $+0.357\,\%$. The scale thickens, but $\sigma_{zz}=0$, so no work is done in that direction.

**Energy.** The work per volume is

$$w=\int\left(\sigma_{xx}\,d\varepsilon_{xx}+\sigma_{yy}\,d\varepsilon_{yy}\right).$$

Let the compression grow from zero, with momentary magnitude $s$. Then $\sigma_{xx}=-s$ and $d\varepsilon_{xx}=-ds/M$. The two minus signs cancel, and each direction contributes

$$\int_0^\sigma \frac{s\,ds}{M}=\frac{\sigma^2}{2M}.$$

The two directions together give

$$w=\frac{\sigma^2}{M},\qquad \boxed{\frac{U}{A}=wh=\frac{\sigma^2h}{M}}.$$

Thus $C=1$. The energy density is 16.98 MJ/m³, and multiplication by $5\times10^{-6}$ m gives 84.9 J/m², or 5.30 eV/Å². The claim is correct.

**A second loading path.** The factor can be confirmed by straining the scale along $x$ first and along $y$ afterwards. With $\sigma_{zz}=0$, Hooke's law gives

$$\varepsilon_{xx}+\nu\varepsilon_{yy}=\frac{\sigma_{xx}-\nu\sigma_{yy}+\nu\sigma_{yy}-\nu^2\sigma_{xx}}{E}=\frac{(1-\nu^2)\sigma_{xx}}{E},$$

so that

$$\sigma_{xx}=\frac{E}{1-\nu^2}(\varepsilon_{xx}+\nu\varepsilon_{yy}),$$

and likewise for $\sigma_{yy}$ with $x$ and $y$ exchanged. Let the final strain in both directions be $e=-\sigma/M$. The first leg, with $\varepsilon_{yy}=0$, costs

$$w_1=\frac{E}{1-\nu^2}\,\frac{e^2}{2}.$$

On the second leg $\varepsilon_{xx}=e$ is fixed, and only the stress along $y$ does work:

$$w_2=\frac{E}{1-\nu^2}\int_0^e(\varepsilon_{yy}+\nu e)\,d\varepsilon_{yy}=\frac{E}{1-\nu^2}\left(\frac{e^2}{2}+\nu e^2\right).$$

The sum is

$$w_1+w_2=\frac{E(1+\nu)e^2}{(1-\nu)(1+\nu)}=Me^2=\frac{\sigma^2}{M}.$$

The second leg costs more when $\nu>0$, because the material is already pushing outward along $y$ when that leg begins. Numerical integration of the work along this path, using the full three-dimensional stiffness with $\nu=0.24$, also gives 84.91 J/m².

## Comparison of the two results

Scaling gives the correct powers: the energy is quadratic in stress, linear in thickness and inverse in modulus. The exact calculation adds that $C=1$, independent of $\nu$ when $M$ is held fixed. The single-spring value of 42 J/m² is half the true one because it counts the work in one direction. The formula for a bar loaded along one axis, $\sigma^2h/(2E)$, gives 55.9 J/m². It differs from the correct result by the factor $1/[2(1-\nu)]$, since it omits both the second loaded direction and the coupling between the two.

For equal relative errors in the inputs, the error in stress matters most, because the energy depends on it quadratically. At fixed thickness and modulus, a stress 10% lower gives 68.8 J/m², and one 10% higher gives 102.7 J/m². If the stress varies through the thickness, $\sigma^2$ must be replaced by its average, which is the square of the mean stress plus the variance. Using the mean stress alone then underestimates the energy.

## How much energy is released?

If a piece of scale detaches completely and relaxes in both directions, it gives up all 84.9 J/m². A long, straight delamination front is a different case. Let the front run along $y$ and advance along $x$, and let the detached part remain flat and be free to expand along $x$. Far behind the front, $\sigma_{xx}=0$, but the strain along the front is still $\varepsilon_{yy}=-\sigma/M$. The remaining stress is therefore

$$\sigma_{yy}=E\varepsilon_{yy}=-(1-\nu)\sigma,$$

and the remaining energy density is

$$w_{\rm after}=\frac{\sigma_{yy}^2}{2E}=\frac{(1-\nu)^2\sigma^2}{2E}.$$

Before separation the density was $(1-\nu)\sigma^2/E$. For a rigid substrate and no friction, the energy released per area of advance is

$$G=h\,\frac{(1-\nu)\sigma^2}{2E}\left[2-(1-\nu)\right]=\frac{(1-\nu^2)\sigma^2h}{2E}=\frac{1+\nu}{2}\,\frac{U}{A}.$$

For $\nu=0.24$ the fraction is 0.62, and $G=52.6$ J/m². In this geometry it is $G$, not the stored energy, that must be compared with the energy needed to separate the interface. Buckling of the detached part changes the geometry and lies outside this result. It can be driven by the compression of 2.28 GPa that remains along the front. For a strip clamped at the front and free at its other long edge, linear plate theory puts the onset at a width of about 70 μm, if contact with the substrate is ignored.

## The model beside a real scale

The numbers represent an alumina scale on a high-temperature alloy after cooling. Compression of a few GPa at room temperature is a rough typical size for such scales. If the whole strain came from cooling between 1373 K and 298 K, the mean difference in thermal expansion would have to be

$$\frac{0.00566}{1075\ \mathrm{K}}=5.27\times10^{-6}\ \mathrm{K^{-1}},$$

which is the right order for alumina on a nickel-base alloy but on the low side. With a mean expansion of roughly $8.6\times10^{-6}\ \mathrm{K^{-1}}$ for alumina, it needs an alloy mean near $14\times10^{-6}\ \mathrm{K^{-1}}$. Nickel itself averages roughly $17\times10^{-6}\ \mathrm{K^{-1}}$ over this range, which would give more than 4 GPa if nothing relaxed. Growth stress and creep can alter this balance. The material properties used below are rough values, so the corrections are sizes rather than predictions.

**Crystal anisotropy.** Real grains are not isotropic. For a crystal whose $c$ axis is normal to the scale, equal in-plane strains $e$ and $\sigma_{zz}=0$ require $\varepsilon_{zz}=-2C_{13}e/C_{33}$. The in-plane stress is then

$$\sigma_{xx}=\left(C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}}\right)e.$$

With stiffnesses of 500, 160, 120 and 500 GPa for $C_{11}$, $C_{12}$, $C_{13}$ and $C_{33}$, the bracket is 602 GPa and the energy falls to 74.7 J/m². Other orientations also need $C_{44}$ and $C_{14}$, taken here as 150 and $-20$ GPa. A scan over crystal orientations at the same stress gives values up to about 94 J/m², with an average of 85.1 J/m². The lowest scanned value, 75.0 J/m², lies slightly above the $c$-axis result because the scan grid does not contain that exact orientation. The average assumes that every grain carries the same stress. At a given stress, a strong texture can therefore move the answer by roughly 10%. If the in-plane strain of magnitude 0.566% is given instead, the energy is proportional to the modulus, and the same $c$-axis texture raises it to 96.5 J/m².

**Nonlinear elasticity.** Suppose that the compressive stress follows $\sigma=Me(1+ae)$, where $e$ now denotes the magnitude of the strain. To first order in $a$, $e=\sigma/M-a(\sigma/M)^2$. The energy density is

$$2\int_0^e\sigma\,de'=Me^2\left(1+\frac{2ae}{3}\right)\simeq\frac{\sigma^2}{M}\left(1-\frac{4a\sigma}{3M}\right),$$

where the integrand is the stress at strain $e'$. The term from $e^2$ contributes $-2a\sigma/M$, and the bracket returns $+2a\sigma/(3M)$. For $a=5$ the first-order change is $-3.8\,\%$, while direct integration gives $-3.55\,\%$. The value $a=5$ is illustrative and not a measured property of the scale, so the result only shows that the correction is a few per cent, in proportion to $a$.

**Energy in the metal.** Consider a plate of thickness $H=1$ mm with equal scales on both faces, so that it does not bend. Force balance gives it a tension $2h\sigma/H=30$ MPa. If $M_s$ is its biaxial modulus, its energy relative to that of the two scales is

$$\frac{H(2h\sigma/H)^2/M_s}{2h\sigma^2/M}=\frac{2hM}{HM_s}.$$

For $M_s=285.7$ GPa this is 1.85%. It vanishes as the plate becomes thick, which is the limit assumed in the problem.

**Temperature of use.** On reheating to 800 K, with constant expansion mismatch and no creep, the strain falls by the factor $573/1075$. If the modulus has softened to 503 GPa, the stored energy is

$$84.9\times\frac{503.4}{530}\times\left(\frac{573}{1075}\right)^2\ \mathrm{J/m^2}=22.9\ \mathrm{J/m^2}.$$

The value of 85 J/m² therefore belongs to the cold scale. Cracks, roughness and the stress fields near free edges are not included in any of these figures. Where they relax or redistribute the stress, the uniform-layer formula has to be replaced by an integral of the local energy density. The numerical output below lists the inputs and results.

## Numbers as computed

```
Scale thickness: 5.0 um
Compressive stress magnitude: 3.00 GPa
Biaxial modulus: 530 GPa
Poisson's ratio (rough): 0.24
Young's modulus from M and nu: 402.8 GPa
In-plane strain: -0.566 %
Strain normal to scale: 0.357 %
Stored energy density: 16.98 MJ/m^3
Stored energy per area, from work: 84.91 J/m^2
Stored energy per area, from formula: 84.91 J/m^2
Stored energy per area, converted: 5.299 eV/A^2
Slip, one direction only: 42.45 J/m^2
Slip, uniaxial formula: 55.86 J/m^2
Release at long straight front: 52.64 J/m^2
Released fraction at that front: 0.620
Alloy plate thickness: 1.0 mm
Alloy Young's modulus (rough): 200 GPa
Alloy Poisson's ratio (rough): 0.30
Alloy biaxial modulus: 285.7 GPa
Plate stress for 3 GPa scales: 30.0 MPa
Plate energy / scale energy: 1.85 %
Stiffening coefficient (rough): 5.0
Energy change from nonlinearity: -3.55 %
Rough crystal C11 C12 C13 C33 C44 C14: 500 160 120 500 150 -20 GPa
Basal-plane biaxial modulus: 602.4 GPa
Energy, basal-plane crystal: 74.7 J/m^2
Energy, lowest over orientations: 75.0 J/m^2
Energy, highest over orientations: 93.6 J/m^2
Energy, orientation average: 85.1 J/m^2
Oxidation temperature (rough): 1373 K
Room temperature: 298 K
Implied expansion mismatch: 5.27 1e-6/K
Modulus softening (rough): 1.0 1e-4/K
Reheating temperature: 800 K
Biaxial modulus on reheating: 503.4 GPa
Stored energy on reheating: 22.9 J/m^2
Stored energy at 10% lower stress: 68.8 J/m^2
Stored energy at 10% higher stress: 102.7 J/m^2
```
